# Why a tunnel-junction array's conductance dip measures temperature

**Question**

I am stuck on this exercise: "An array of $N$ equal tunnel junctions in series has a charging energy below $kT$. Show that the dip of its differential conductance around zero bias has full width $5.44\,NkT/e$ at half depth, so that the array is a primary thermometer."

I can see that single-electron charging suppresses the current at low bias. But the islands carry a fluctuating number of electrons and unknown offset charges, and I expected the answer to involve at least the capacitance. How can everything except $N$ and $T$ drop out? And is "below $kT$" enough, or must the charging energy be much smaller?

**Answer**

It must be much smaller. The quoted width is the leading term of an expansion in charging energy over $kT$. The next term is linear in that ratio, but it can be removed with the measured depth of the dip. Both terms are derived below.

**Model**

Each junction has resistance $R$ and capacitance $C$. I assume:

- $R\gg h/e^2\approx 25.8\ \mathrm{k\Omega}$, so electrons tunnel one at a time in independent events;
- electrons in equilibrium at temperature $T$, with a constant density of states;
- an ideal voltage source, with negligible impedance in the surroundings;
- for now, no capacitance from the islands to ground.

I count carriers of charge $+e$ moving down the potential; electrons moving the other way give the same current. Let $U_i$ be the voltage drop across junction $i$, and define

$$w_i=\frac{eU_i}{kT},\qquad v=\frac{eV}{NkT},\qquad \sum_i w_i=Nv .$$

The last relation holds at every instant, because the source fixes the total voltage.

**1. The tunnelling rate**

Suppose an event releases electrostatic energy $x\,kT$. A carrier at energy $s\,kT$ above the Fermi level of its source arrives at $(s+x)kT$ above that of its destination. The golden rule therefore gives a rate proportional to

$$\gamma(x)=\int ds\,f(s)\,[1-f(s+x)],\qquad f(s)=\frac1{e^s+1}.$$

Putting $f(s)-f(s+x)$ over a common denominator shows that

$$f(s)[1-f(s+x)]=\frac{f(s)-f(s+x)}{1-e^{-x}} .$$

The integral of $f(s)-f(s+x)$ is the area between two steps displaced by $x$, which is $x$. Hence

$$\gamma(x)=\frac{x}{1-e^{-x}},\qquad \gamma(x)-\gamma(-x)=\frac{xe^x}{e^x-1}-\frac{x}{e^x-1}=x .$$

The prefactor follows from the meaning of $R$. Without charging, the current $e\,[\Gamma(x)-\Gamma(-x)]$ at $x=eU/kT$ must equal $U/R$, so $\Gamma=(kT/e^2R)\,\gamma$.

**2. The energy released**

Let $Q_i=CU_i$ be the charge on capacitor $i$. The island between junctions $i$ and $i+1$ carries $Q_{i+1}-Q_i$. When a charge $e$ tunnels forward through junction $j$, the island before it loses $e$ and the island after it gains $e$. All $Q_i$ with $i\ne j$ must then change by a common amount $c$, while $Q_j$ changes by $c-e$. The total voltage is fixed, so $Nc-e=0$ and

$$\Delta U_i=-\frac eC\left(\delta_{ij}-\frac1N\right).$$

The circuit is linear, so the drop falls linearly with the charge transferred. The energy released is thus $e$ times the mean of the drops before and after:

$$eU_j-E,\qquad E=\frac{N-1}{N}\,\frac{e^2}{2C}.$$

A backward event releases $-eU_j-E$, since the carrier sees the opposite drop and pays the same $E$. With $\varepsilon=E/kT$, the two gains are $\pm w_j-\varepsilon$ in units of $kT$. For $N=1$ there is no island, $E=0$, and with an ideal source there is no dip. This relies on the source delivering the charge $c=e/N$ instantly. A finite lead impedance restores part of the missing cost $e^2/(2NC)$, which is $E/(N-1)$ for $N>1$, and adds a broader dip of its own. A real single junction therefore does show a dip, and short arrays deviate from the width derived below. Long arrays suppress the effect.

**3. Expansion in the charging energy**

In units of $kT/e^2R$, the net forward rate through a junction with drop $w$ is

$$\gamma(w-\varepsilon)-\gamma(-w-\varepsilon)=w-\varepsilon h(w)+\frac{\varepsilon^2}{2}\left[\gamma''(w)-\gamma''(-w)\right]+O(\varepsilon^3),$$

with $h(w)=\gamma'(w)-\gamma'(-w)$. Differentiating $\gamma(x)-\gamma(-x)=x$ once gives $\gamma'(x)+\gamma'(-x)=1$. Differentiating again gives $\gamma''(x)=\gamma''(-x)$, so the $\varepsilon^2$ term vanishes.

To find $h$, write $\gamma(x)=\frac x2+\frac x2\coth\frac x2$. Then

$$h(w)=2\gamma'(w)-1=\coth\frac w2-\frac{w/2}{\sinh^2(w/2)}=\frac{\sinh w-w}{\cosh w-1}.$$

This function rises from $-1$ to $1$ over a few units of $w$. At large bias backward events are frozen out and $h\to1$, so charging merely shifts the current by a constant and the differential conductance recovers. The dip is the region where $h$ still changes, which is why its width is set by $kT/e$ per junction.

**4. Why the island charges drop out**

In the steady state the same mean current $I$ flows through every junction. Averaging the net rate over the charge fluctuations, and then over the junctions, gives

$$\frac{eRI}{kT}=\frac1N\sum_i\langle w_i\rangle-\frac{\varepsilon}{N}\sum_i\langle h(w_i)\rangle+O(\varepsilon^3)
= v-\frac{\varepsilon}{N}\sum_i\langle h(w_i)\rangle+O(\varepsilon^3).$$

The fluctuations have vanished from the large linear term because the drops add up to the applied voltage. They survive only inside $h$, which already carries a factor $\varepsilon$.

Set $w_i=v+u_i$, with $\sum_iu_i=0$. Equal currents mean that $\langle w_i\rangle-\varepsilon\langle h(w_i)\rangle$ is the same for all $i$, up to $O(\varepsilon^3)$. Since $|h|\le1$, the means $\langle w_i\rangle$ differ by $O(\varepsilon)$ at most, and hence $\langle u_i\rangle=O(\varepsilon)$. Step 6 shows that the variance is also $O(\varepsilon)$. Therefore $\langle h(w_i)\rangle=h(v)+O(\varepsilon)$ and

$$\frac{eRI}{kT}=v-\varepsilon h(v)+O(\varepsilon^2).$$

**5. The dip and its width**

Since $V=NkTv/e$, differentiation gives, with $G_T=1/(NR)$,

$$\frac{G}{G_T}=1-\varepsilon h'(v),\qquad
h'(v)=\frac{\frac v2\coth\frac v2-1}{\sinh^2(v/2)} .$$

Here $\coth(v/2)$ contributes $-\frac12\sinh^{-2}(v/2)$. The second term of $h$ contributes another $-\frac12\sinh^{-2}(v/2)$, plus $\frac v2\coth\frac v2\,\sinh^{-2}(v/2)$.

For small $y=v/2$, use $y\coth y-1=y^2/3-y^4/45+\dots$ and $\sinh^2y=y^2(1+y^2/3+\dots)$. The quotient is

$$h'(v)=\frac13-\frac{2y^2}{15}+\dots=\frac13-\frac{v^2}{30}+\dots$$

The depth is therefore $\varepsilon/3$ to leading order, and half depth is reached where $h'(v_0)=1/6$. This has one positive solution if $h'$ decreases steadily. Differentiating once more and using $\sinh v=2\sinh y\cosh y$ and $2\cosh^2y=\cosh v+1$,

$$h''(v)=\frac{\frac32\sinh v-v-\frac v2\cosh v}{2\sinh^4(v/2)} .$$

The coefficient of $v^{2k+1}$ in the numerator is

$$\frac{3/2}{(2k+1)!}-\frac{1/2}{(2k)!}=\frac{3-(2k+1)}{2(2k+1)!}=\frac{1-k}{(2k+1)!}\qquad(k\ge1).$$

For $k=0$, the extra term $-v$ makes the coefficient $1-1=0$. It also vanishes for $k=1$ and is negative for $k\ge2$. So $h''<0$ for $v>0$, and $h'$ falls from $1/3$ to zero. The numerical root is $v_0=2.7196$. The dip is symmetric in $v$, so its full width is

$$V_{1/2}=2v_0\,\frac{NkT}{e}=5.439\,\frac{NkT}{e}\qquad(\varepsilon\to0).$$

The ratio $E/kT$ sets the depth, while temperature alone sets the leading width per junction. To find $T$ you count junctions, measure a voltage and use $k/e$. No calibration against another thermometer is needed, which is what "primary" means. The temperature obtained is that of the electrons, provided the current does not heat them appreciably during the sweep and the array is long enough for the lead impedance not to matter (step 2).

**6. How small must the charging energy be?**

We need the variance of the drops. Let $\kappa=e^2/(CkT)$, so that $\varepsilon=\kappa(N-1)/(2N)$. By step 2, a forward (backward) event at junction $j$ changes $u_i$ by $\mp\kappa(\delta_{ij}-1/N)$. Since $\sum_iu_i=0$ and $\sum_i(\delta_{ij}-1/N)^2=1-1/N$, the sum $S=\sum_iu_i^2$ changes by

$$\mp2\kappa u_j+\kappa^2\left(1-\frac1N\right).$$

In the steady state $\langle S\rangle$ is constant. To leading order the forward rate minus the backward rate is $v+u_j$, and their sum is $\gamma(v)+\gamma(-v)=v\coth(v/2)$. With $\sum_ju_j(v+u_j)=S$, the balance reads

$$0=-2\kappa\langle S\rangle+\kappa^2\left(1-\frac1N\right)N\,v\coth\frac v2
\quad\Rightarrow\quad \frac{\langle S\rangle}{N}=\varepsilon\,v\coth\frac v2 .$$

This confirms the $O(\varepsilon)$ variance used in step 4. Now expand $h(v+u_i)$ to second order. The linear term cancels in the sum over junctions, and the quadratic term gives

$$\frac{eRI}{kT}=v-\varepsilon h(v)-\varepsilon^2q(v)+\dots,\qquad q(v)=\frac12\,v\coth\frac v2\;h''(v).$$

The fluctuations $u_i$ have size $\sqrt\varepsilon$, so the cubic term of $h$ enters the current beyond order $\varepsilon^2$.

Near $v=0$, $h''\approx-v/15$ and $v\coth(v/2)\to2$. Hence $q\approx-v/15$, and the depth is $\varepsilon/3-\varepsilon^2/15$. Half depth now requires

$$\varepsilon h'(v)+\varepsilon^2q'(v)=\frac\varepsilon6-\frac{\varepsilon^2}{30}.$$

Insert $v=v_0(1+a\varepsilon)$. The terms of order $\varepsilon$ cancel, and those of order $\varepsilon^2$ give $v_0a\,h''(v_0)+q'(v_0)=-\frac1{30}$. With $h''(v_0)=-0.07987$ and $q'(v_0)=-0.00494$,

$$a=-\frac{\frac1{30}+q'(v_0)}{v_0h''(v_0)}=\frac{0.03333-0.00494}{2.7196\times0.07987}=0.131 .$$

To this order $\varepsilon$ is three times the depth, so

$$V_{1/2}=5.439\,\frac{NkT}{e}\left(1+0.392\,d\right),\qquad d=\text{depth of the dip relative to }G_T .$$

The depth is a ratio of conductances read from the same sweep, so the correction needs no calibration either.

**7. Offset charges, stray capacitance, unequal junctions**

*Offset charges.* They appear nowhere in steps 3 to 6, which use only the changes of the drops. That argument requires $\varepsilon$ to be small, so that the drops move in small steps and $h$ can be expanded. A numerical solution of the full master equation for two junctions shows the limit. At $\varepsilon=0.2$ the depth is $0.0641$ whether the island's offset charge is $0$ or $e/2$. At $\varepsilon=2$ it is $0.504$ or $0.436$.

*Stray capacitance to ground.* It changes the energy cost to some $\varepsilon_i$ for each junction. With equal resistances the mean drops are still $v+O(\varepsilon)$, so step 4 gives $v-\bar\varepsilon h(v)$ with the average cost $\bar\varepsilon$. The depth changes, but the leading width does not. The coefficient $0.392$ of step 6 was derived for equal costs and changes when the $\varepsilon_i$ differ.

*Unequal resistances.* These do matter. Let the capacitances stay equal and let $s_i=R_i/\sum_jR_j$. The mean drop is then $Nvs_i$ to leading order. Adding $eR_iI/kT=\langle w_i\rangle-\varepsilon\langle h(w_i)\rangle$ over the junctions and differentiating with respect to $Nv$ gives

$$\frac{G}{G_T}=1-\varepsilon\sum_is_i\,h'(Nvs_i),\qquad G_T=\frac1{\sum_jR_j}.$$

For two junctions with resistances $1:2$ the width is $4.97\,NkT/e$. Using $5.439$ would make the temperature about 9% too low.

**8. Numbers**

Take $N=20$ and $C=10$ fF. Then $E/k=0.0883$ K, and with $k/e=0.086173$ mV/K the leading width per kelvin is

$$5.4392\times20\times0.086173\ \mathrm{mV/K}=9.374\ \mathrm{mV/K}.$$

| $T$ (K) | $\varepsilon$ | depth | leading width (mV) | corrected width (mV) |
|---|---|---|---|---|
| 0.5 | 0.177 | 0.057 | 4.687 | 4.795 |
| 1 | 0.088 | 0.029 | 9.374 | 9.482 |
| 4 | 0.022 | 0.007 | 37.497 | 37.605 |

The last column is the leading width times $1+a\varepsilon$. This first-order correction is 0.108 mV in every row: it is the leading width, proportional to $T$, times $a\varepsilon$, proportional to $1/T$. The form $1+0.392\,d$ agrees with $1+a\varepsilon$ only to first order in $\varepsilon$: at 0.5 K it gives 4.791 mV instead of 4.795 mV, so the last digit there depends on terms not derived here. Since the 0.108 mV correction stays fixed while the leading width shrinks with $T$, its relative weight grows on cooling. Warming makes the width formula more accurate but the dip shallower.

To see the thermometer read, take noise-free synthetic data from the master equation for three junctions at 1 K, with the same $\varepsilon$ as the long array at 1 K. The width is 1.4224 mV and the depth is 0.0289. The leading formula gives

$$T=\frac{1.4224\ \mathrm{mV}}{5.4392\times3\times0.086173\ \mathrm{mV/K}}=1.0116\ \mathrm K,$$

which is 1.2% above the true temperature. Dividing the less rounded value, 1.01155 K, by $1+0.3921\times0.02893=1.01134$ gives 1.0002 K.

The numerical check below compares these formulas with master equations for two, three and four junctions, whose energies come directly from the capacitance matrix.

## Computed results

```
half-depth bias v0 = 2.71958 kT/e per junction
full width 2*v0 = 5.43917 N kT/e
h''(v0) = -0.07987, q'(v0) = -0.00494
width correction: a = 0.1307 per eps, 3a = 0.3921 per depth
two junctions, eps = 0.04: v, exact dip, 1st order, 2nd order
  0.0  0.013227  0.013333  0.013227
  1.0  0.011983  0.012076  0.011982
  2.0  0.009016  0.009066  0.009016
  3.0  0.005805  0.005798  0.005806
  5.0  0.001726  0.001676  0.001727
two junctions, width at eps 0.04: 5.46752 N kT/e
two junctions, width at eps 0.08: 5.49571 N kT/e
width extrapolated to eps = 0: 5.43933 N kT/e
slope a extrapolated to eps = 0: 0.1307
four junctions, eps = 0.375: depth 0.1162
  dip/depth at predicted half-width bias: 0.5025
two junctions, depth for island offset charge 0 and e/2
  eps = 0.2: 0.064097  0.064097
  eps = 2.0: 0.504377  0.435661
three junctions, kappa = 0.2, stray capacitance C/2 per island
  depth 0.01676, without stray 0.02193
  width extrapolated to kappa = 0: 5.4392 N kT/e
two junctions with resistances 1:2, width in N kT/e
  formula 4.9719, master equation 4.9720
k/e = 0.086173 mV/K
h/e^2 = 25.813 kOhm
example: N = 20, C = 10 fF
  charging energy E/k = 0.08831 K
  leading width per kelvin = 9.3742 mV/K
  T (K), eps, depth, leading width (mV), corrected width (mV)
  0.5  0.17663  0.05680  4.6871  4.7953
  1.0  0.08831  0.02892  9.3742  9.4824
  4.0  0.02208  0.00733  37.4969  37.6051
synthetic data, three junctions, T = 1.0 K
  width 1.42238 mV, depth 0.02893
  T from leading formula: 1.01155 K
  T corrected by depth: 1.00021 K
variance of junction drop at v0, in (kT/e)^2
  master equation 0.2724, leading order 0.2741
```
